Minimizing the iron atom's LDA energy over orbitals and occupations, part 1

(Sections cited here and not found follow in the second part.)

**Joint minimization over orbitals and occupations: 3d–4s competition in the iron atom**

Take the iron atom in the spin-polarized local density approximation (LDA) with a spherical density. In this model the minority-spin 3d and 4s Kohn–Sham levels lie within a few hundredths of a hartree of each other, and their order depends on which of them is filled. The majority spin holds five 3d electrons and one 4s electron, and two minority-spin valence electrons remain. If one is put in 4s↓ and one in 3d↓ (the configuration d⁶s²) and the Kohn–Sham equations are solved to self-consistency, the 3d↓ level, which has room for four more electrons, lies 0.031 hartree below the filled 4s↓ level. The aufbau rule, which fills the lowest levels first, then moves the 4s↓ electron into 3d↓. In the resulting configuration d⁷s¹ the self-consistent levels have exchanged places, and the empty 4s↓ lies 0.035 hartree below 3d↓. A self-consistency loop that refills by aufbau jumps between the two configurations without end. The cause is not too little damping. Neither configuration is a minimum of the energy; the minimum lies at a fractional occupation where the two levels coincide, and an algorithm can reach it only if it treats the occupation as a continuous variable.

**1. The energy as a function of orbitals and occupations**

Hartree atomic units are used; energies are in hartree (Ha). The atom has Z = 26 and is treated without relativity, with collinear spin σ = ↑, ↓, Slater exchange and the VWN5 parametrization of correlation, and with N↑ = 15, N↓ = 11. An orbital is u(r)/r times a spherical harmonic, with u real and ∫u² dr = 1. The occupation f of a subshell (n, l, σ) is shared equally among its 2l+1 values of m, so 0 ≤ f ≤ 2l+1. Since Σ_m |Y_lm|² = (2l+1)/4π, the subshell contributes f u²/(4πr²) to the density n_σ, which is spherical. The radial density is

ρ_σ(r) = 4πr² n_σ(r) = Σ_i f_i u_i(r)²,   ρ = ρ↑ + ρ↓.   (1)

"Integer filling" here means an integer f for each subshell. A single 3d↓ electron is already spread over five m values by the spherical average.

The argon core, 3d↑ and 4s↑ are full. The free variable is

x = f(4s↓),   f(3d↓) = 2 − x,   0 ≤ x ≤ 1,

with x = 1 for d⁶s² and x = 0 for d⁷s¹.

Let φ_a^l(r) be a finite orthonormal radial basis for angular momentum l, so that u_i = Σ_a c_ia φ_a^l with c_iᵀc_j = δ_ij. For each block (l, σ) define the symmetric matrix P_lσ = Σ_i f_i c_i c_iᵀ. Its eigenvalues are the occupations, so

0 ≤ P_lσ ≤ 2l+1   (2)

in the sense of eigenvalues. Conversely, any symmetric matrix obeying (2) defines orbitals and occupations through its eigenvectors and eigenvalues. The set (2) is convex: if 0 ≤ zᵀPz ≤ 2l+1 and 0 ≤ zᵀP′z ≤ 2l+1 for every unit vector z, the same holds for (1−λ)P + λP′ with 0 ≤ λ ≤ 1, because the quadratic form is linear in the matrix. The traces are fixed at 4, 6, 5 for s↑, p↑, d↑ and at 6 for p↓, while Tr P_s↓ = 3 + x and Tr P_d↓ = 2 − x. This defines x for any state in the set, also for a mixture of states with different orbitals.

With h_l the matrix of −½ d²/dr² + l(l+1)/(2r²) − Z/r, the energy is

E[P] = Σ_lσ Tr(h_l P_lσ) + E_H[ρ] + E_xc[ρ↑, ρ↓],   (3)

E_H = ½ ∬ ρ(r) ρ(r′)/max(r, r′) dr dr′,   E_xc = ∫ e(n↑, n↓) d³r,

where e is the exchange-correlation energy per volume and 1/max(r, r′) is the angular average of the Coulomb kernel. The density ρ_σ = Σ_l Σ_ab (P_lσ)_ab φ_a^l φ_b^l is linear in P. For the first variation, the kernel of E_H is symmetric, so its two equal terms cancel the factor ½ and δE_H = ∫ v_H δρ dr with v_H(r) = ∫ ρ(r′)/max(r, r′) dr′. The chain rule gives δE_xc = Σ_σ ∫ (∂e/∂n_σ) δn_σ 4πr² dr = Σ_σ ∫ v_xc,σ δρ_σ dr. Writing v_σ = v_H + v_xc,σ and inserting δρ_σ in terms of δP,

δE = Σ Tr(h_l δP_lσ) + Σ_σ ∫ v_σ δρ_σ dr = Σ_lσ Tr(H_lσ δP_lσ),   (4)

(H_lσ)_ab = (h_l)_ab + ∫ φ_a^l v_σ φ_b^l dr.

The Kohn–Sham matrix H is the gradient of E with respect to P. Below, Tr without labels includes the sum over blocks.

**2. Janak's theorem and the conditions for a minimum**

First hold the occupations fixed. Rotate two orbitals i and a of one block by a small angle θ: c_i → c_i + θc_a, c_a → c_a − θc_i, which keeps them orthonormal to first order. Then δP = θ(f_i − f_a)(c_i c_aᵀ + c_a c_iᵀ), and by (4)

δE = 2θ (f_i − f_a) c_iᵀH c_a.   (5)

Stationarity requires c_iᵀHc_a = 0 whenever f_i ≠ f_a, empty orbitals included. Orbitals with equal occupation can be rotated among themselves without changing P, and this freedom diagonalizes H within such a group. At a stationary point, therefore, Hc_i = ε_i c_i with H built from the density of the same orbitals. The radial eigenvalues within a block are taken to be non-degenerate, as they are for the radial equation itself.

Now follow such a self-consistent solution as the occupations change, assuming that it depends differentiably on them. Then δP = Σ_j [δf_j c_j c_jᵀ + f_j(δc_j c_jᵀ + c_j δc_jᵀ)], and (4) with Hc_j = ε_j c_j gives

δE = Σ_j ε_j δf_j + Σ_j 2 f_j ε_j c_jᵀδc_j.

The second sum vanishes term by term, because c_jᵀc_j = 1 implies c_jᵀδc_j = 0. What is left is Janak's theorem,

∂E/∂f_i = ε_i,   (6)

in which the derivative includes the relaxation of all orbitals. Let F(x) be the self-consistent energy at given x, with each block filled from its lowest level upward, and let

g(x) = ε(4s↓) − ε(3d↓).

A change δx means δf(4s↓) = +δx and δf(3d↓) = −δx, so (6) gives

F′(x) = g(x),   F(b) − F(a) = ∫_a^b g dx.   (7)

One self-consistent solution is assumed for each x; the calculation follows one smooth branch and does not prove that it is the only one.

At a minimum no allowed transfer of charge may lower the energy. Moving δ > 0 electrons from level i (which needs f_i > 0) to level j (which needs room) changes E by (ε_j − ε_i)δ, so ε_i ≤ ε_j for every level i that can give and every level j that can take. A fractionally filled level can do both. Two fractional levels therefore satisfy ε_i ≤ ε_j and ε_j ≤ ε_i and must coincide at a common value μ, with full levels at or below μ and empty levels at or above it. These are the Karush–Kuhn–Tucker (KKT) conditions of the problem. For the variable x they read

x = 0 needs g(0) ≥ 0;   x = 1 needs g(1) ≤ 0;   0 < x < 1 needs g(x) = 0.   (8)

The computed values for iron, in Ha, are:

x = 0.0: ε_s = −0.12857, ε_d = −0.09316, g = −0.03541, F − F(1) = +0.005369
x = 0.3: ε_s = −0.14473, ε_d = −0.12515, g = −0.01958, F − F(1) = −0.002960
x = 0.6: ε_s = −0.16101, ε_d = −0.16083, g = −0.00018, F − F(1) = −0.006017
x = 0.7: ε_s = −0.16642, ε_d = −0.17352, g = +0.00710, F − F(1) = −0.005674
x = 1.0: ε_s = −0.18261, ε_d = −0.21391, g = +0.03130, F − F(1) = 0

Both end points violate (8), since g(0) < 0 < g(1). These signs are computed facts about this atom in this model, not theorems. Given them, F decreases on leaving either end, so its minimum over [0, 1] is interior, at a point x* with g(x*) = 0. On a grid of eleven points g changes sign once and increases throughout. Between x = 0 and x = 1 the 3d↓ level falls by 0.21391 − 0.09316 = 0.12075 Ha and the 4s↓ level by 0.18261 − 0.12857 = 0.05404 Ha; the difference, 0.06671 Ha, is the total rise of g. A natural reading is that taking charge out of the compact 3d shell lowers the potential most where the 3d orbital itself lives; the separate contributions were not computed, so this is an interpretation.

At x* the Kohn–Sham potential has degenerate 4s↓ and 3d↓ levels, and the density is the average, with weights x* and 1 − x*, of the d⁶s² and d⁷s¹ densities built from one common set of orbitals. The energy of this ensemble can lie below both F(0) and F(1) because (3) is evaluated on the averaged density and is not linear in it.

Other sign patterns give other behaviour. If g(1) ≤ 0 and g is increasing, the minimum is the integer state x = 1 and aufbau is satisfied. If F is concave with g(0) > 0 > g(1), both integer states obey aufbau, the interior root is a maximum, and the result of a calculation depends on where it starts.

**3. Why integer aufbau cannot converge**

With two minority electrons to place, aufbau gives x_out = 1 if g < 0 (4s↓ fills first and the second electron goes to 3d↓) and x_out = 0 otherwise (3d↓ takes both). Applied after each converged calculation, the rule sends x = 1 to 0 because g(1) > 0 and x = 0 to 1 because g(0) < 0. The computed sequence is 1, 0, 1, 0, 1.

In a self-consistency loop the rule is applied at every step: from the input state P build H, diagonalize it, fill by aufbau to get P_out, and mix,

P ← P + α(P_out − P),   0 < α ≤ 1.   (9)

The residual r = Σ_σ ∫|ρ_out,σ − ρ_σ| dr cannot tend to zero for any α. Suppose it did along some subsequence. The feasible set is closed and bounded in a finite basis, so a further subsequence has convergent input densities, with limit ρ̄, and a constant x_out, say 1. With non-degenerate levels in each block, the output density at fixed occupations is continuous in the input density, so ρ̄ reproduces itself: it is the self-consistent density at x = 1, and its level difference is g(1) > 0. But x_out = 1 required g < 0 at each member of the subsequence, so the limit has g ≤ 0, a contradiction. The case x_out = 0 gives g ≥ 0 in the limit, against g(0) < 0.

The mixed input state is itself an ensemble with fractional x_in, and its behaviour for small α follows from (9). Summing the update of x over n steps gives α Σ(x_out − x_in) = x_in(end) − x_in(start), so

|mean x_out − mean x_in| ≤ (spread of x_in)/(αn),   (10)

and the same identity holds for the densities. Assume that after a transient the input density stays within O(α) of some ρ̄. This confinement is not proved here; the run below supports it. The orbitals are then those of ρ̄ up to O(α), and the output density is linear in x_out, so for large n its mean is the density of these orbitals at occupation x̄ = mean x_out. By the analogue of (10) this mean equals ρ̄ up to O(α), so ρ̄ is self-consistent at x̄ to that order. Since the output keeps flipping, g takes both signs within O(α) of ρ̄, so g(x̄) = O(α) and x̄ = x* + O(α). With

q(r) = u_s(r)² − u_d(r)²   (minority channel),   D = ∫|q| dr,

the output differs from the input by (x_out − x*) q + O(α), and the residual takes the two values

r → (1 − x*) D for x_out = 1,   r → x* D for x_out = 0   (α → 0).   (11)

For iron x* = 0.6025 and D ≈ 1.427 (|q| has kinks, so the quadrature fixes D only to about 0.002), and the limits are 0.3975 × 1.427 = 0.567 and 0.6025 × 1.427 = 0.860 electrons. With α = 0.02, over the last 200 of 700 steps, the residual ranges from 0.572 to 0.890 electrons. The smallest value is 1% above the first limit and the largest 3.5% above the second. These extremes do not bound the deviation on each branch: the O(α) term spreads the values, and for x_out = 1 they reach about 0.60, some 6% above the limit. The output flips 159 times, its mean is 0.600, and x_in stays in a band of width 0.016; the bound (10) is 0.016/(0.02 × 200) = 0.004. A repeating pattern 1, 0, 1, 0, 1 would have mean 3/5 and four flips in five steps, which fits these counts, although the pattern itself was not inspected. The input ensemble lies on average 1.7 × 10⁻⁵ Ha above the minimum E*. Small mixing thus brings the input close to the fractional solution while the convergence measure stays above half an electron.

The run with α = 0.2 is outside the small-α regime. It flips at every step (99 flips in the last 100 steps) and the mean output is 0.500, not x*. For a period-two orbit, (9) gives x_a = (1−α)x_b + α and x_b = (1−α)x_a. Substituting the second in the first, x_a[1 − (1−α)²] = α, and since 1 − (1−α)² = α(2−α), x_a = 1/(2−α). The spread is x_a − x_b = αx_a = α/(2−α) = 0.2/1.8 = 0.111, as computed. On this orbit |x_out − x_in| = 1/1.8 = 0.556 at every step, which times D is 0.79 electrons, whereas the computed residual is 1.016. The excess is presumably the change of the orbitals in the alternating potential, the O(α) term dropped in (11); this is a conjecture. The input energy is 3.2 × 10⁻³ Ha above E* on average.

**4. The projected occupation step**

Since g is the gradient of F, the natural continuous rule is a gradient step projected on the allowed interval,

x′ = clip(x − ηg),   clip(y) = min(1, max(0, y)),   η > 0,   (12)

where η has units of 1/Ha. Its fixed points are the points (8): an interior x is fixed only if g = 0, x = 0 is fixed if −ηg ≤ 0, and x = 1 is fixed if 1 − ηg ≥ 1. For η → ∞ and g ≠ 0 the clip returns 1 for g < 0 and 0 for g > 0, so aufbau is the limit of an infinitely long step. For every η,

(x′ − x) g ≤ 0,   with equality only if x′ = x,   (13)

because x′ − x is either zero or has the sign of −g; without clipping the product (x′ − x) g equals −ηg².

Suppose first that the orbitals are fully relaxed before each step, so that g in (12) is g(x) of (7). With d = x − x* and g = F″(x*) d + O(d²),

d′ = (1 − ηF″) d + O(d²),   (14)

and x* is linearly stable if and only if |1 − ηF″| < 1, that is 0 < ηF″ < 2. For iron F″(x*) = 0.07092 Ha, found both from a difference of g and from a second difference of F, so the limit is η < 28.2 Ha⁻¹. Starting from d = +0.020, the choice ηF″ = 1.5 predicts the factor −0.5, and the computed deviations are −0.010, +0.005, −0.003, +0.001, and so on. The choice ηF″ = 3 predicts −2, and the computed deviations are −0.040, +0.079, −0.164, +0.305, −0.603, +0.397. The last two are the end points x = 0 and x = 1. The iteration stays on them, because η = 3/0.07092 = 42.3 Ha⁻¹ gives 1 − 42.3 × 0.03130 < 0 and 42.3 × 0.03541 > 1. The full cycle between 0 and 1 exists whenever η ≥ max(1/g(1), 1/|g(0)|) = 1/0.03130 = 31.9 Ha⁻¹, so the aufbau oscillation is the overshoot of a gradient step that is too long.

If the orbitals are frozen at those of x*, the term Tr hP and the density are linear in x, with ∂ρ↓/∂x = q. The curvature of the energy along this path is

U = ⟨q|K|q⟩ = ∬ q(r) K↓↓(r, r′) q(r′) dr dr′,   K_σσ′ = δv_σ(r)/δρ_σ′(r′).   (15)

Since F minimizes over orbitals, F(x) ≤ E_frozen(x), with equality at x* and, by (6), equal slopes there. The difference E_frozen − F has a minimum at x*, so F″(x*) ≤ U. The computed value is U = 0.28213 Ha, and U/F″ = 0.28213/0.07092 = 3.98: orbital relaxation removes three quarters of the cost of moving charge between the two shells.

**5. The joint descent**

Iteration (12) with relaxed orbitals needs a complete self-consistent calculation for each step. The joint method moves orbitals and occupation together, with one diagonalization per step. It rests on one inequality.

Bound at fixed trace. Take one block with cap m = 2l+1, a fixed matrix H with eigenvalues ε_1 < ε_2 < …, and any P with 0 ≤ P ≤ m and trace N_b. Let f_k be the filling from below with Σf_k = N_b, so that f_k = m for k < k₀, f_k = 0 for k > k₀, and 0 ≤ f_k₀ ≤ m. In the eigenbasis of H the diagonal elements p_k = c_kᵀPc_k satisfy 0 ≤ p_k ≤ m and Σp_k = N_b, and Tr HP = Σε_k p_k. Because Σ(p_k − f_k) = 0, the constant ε_k₀ may be subtracted from every eigenvalue:

Tr HP − Σ ε_k f_k = Σ_k (ε_k − ε_k₀)(p_k − f_k) ≥ 0.   (16)

For k < k₀ both factors are non-positive, for k > k₀ both are non-negative, and the term k₀ is zero. Equality forces p_k = f_k for k ≠ k₀, and then for k₀ through the trace. A positive semidefinite matrix with a zero diagonal element has zeros in that whole row and column, since |P_kj|² ≤ P_kk P_jj. Applied to P for k > k₀ and to m − P for k < k₀, this removes every off-diagonal element, each of which has at least one index other than k₀. Equality therefore holds only for P = Σ f_k c_k c_kᵀ.

The step. Given a feasible P with parameter x, build H[P], diagonalize it, take g from these eigenvalues (which are not yet self-consistent), and set x′ by (12). Let P̃(y) be the state made of the lowest eigenvectors of H[P] with parameter y, and P′ = P̃(x′). By (4) the slope of the energy along P + λ(P′ − P) at λ = 0 is s₀ = Tr H(P′ − P). Adding and subtracting Tr HP̃(x),

s₀ = [Tr HP̃(x′) − Tr HP̃(x)] + [Tr HP̃(x) − Tr HP].

The first bracket is (x′ − x)ε_s − (x′ − x)ε_d = (x′ − x)g, since only two occupations differ. The second is non-positive by (16), because P and P̃(x) have the same trace in every block. With (13),

s₀ ≤ (x′ − x) g ≤ 0.   (17)

If s₀ = 0, both brackets vanish. The second gives P = P̃(x), which is self-consistency, and the first gives x′ = x, which is (8). At any other state s₀ < 0 and a small enough λ lowers the energy. The same argument with η = 0 shows that a minimizer of E at fixed block traces is the self-consistent state, so

E[P] ≥ F(x) for every feasible P with parameter x.   (18)

Line search. All states with 0 ≤ λ ≤ 1 are feasible by convexity. By the first form of (4), with Δe₁ = Tr h(P′ − P) and Δρ = ρ′ − ρ,

dE/dλ = Δe₁ + Σ_σ ∫ v_σ[ρ + λΔρ] Δρ_σ dr.   (19)

Only e₁ = Tr hP, the two radial densities and x appear, all linear in P, so the matrices P need not be stored. Let s₁ be (19) at λ = 1. The Hartree potential is linear in λ, so (19) is linear in λ except for the exchange-correlation part. The linear interpolation s₀ + λ(s₁ − s₀) vanishes at

λ = s₀/(s₀ − s₁),   (20)

which lies in (0, 1) when s₀ < 0 < s₁. If s₁ ≤ 0, take λ = 1. The algorithm is:

The numbered steps of the algorithm open the next part, followed by its local convergence rate, the discretization, the results for iron and the error budget. This part has shown that, given the computed signs of g, the minimum lies at a fractional 4s↓ occupation that integer aufbau cannot reach, and has derived the descent direction and line search for reaching it.
